# Zeldovich Rearrangement of a Donor with a Short-Range Well: a program that tests the result

```python
# Result under test: a hydrogenic donor with an added short-range well shows
# the Zeldovich rearrangement. Near the binding threshold of the well the 1s
# level becomes deep and every higher ns level moves towards (n-1)s.
# Level equation: F(nu) = a/(2 a_cs), E = -Ry/nu^2,
#   F(nu) = digamma(1-nu) - ln(nu) + 1/(2 nu).
# a: donor Bohr radius, Ry: donor Rydberg, a_cs: Coulomb-modified scattering
# length of the core, R: well radius, V0: depth, Vc: threshold of bare well.
# Energies are in meV and lengths in nm throughout.
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import digamma, j0, j1, y0, y1
from numpy.polynomial.legendre import Legendre

mass_ratio, permittivity, R_core = 0.07, 13.0, 1.0
T = sc.hbar**2 / (2 * mass_ratio * sc.m_e) / sc.e * 1e21   # hbar^2/2m
C = sc.e / (4 * np.pi * sc.epsilon_0 * permittivity) * 1e12  # Coulomb
a = 2 * T / C
Ry = T / a**2

# Gauss-Lobatto nodes, weights and derivative matrix on [-1, 1]
P = 20
leg = Legendre.basis(P)
X = np.concatenate(([-1.0], np.sort(leg.deriv().roots().real), [1.0]))
LX = leg(X)
W = 2 / (P * (P + 1) * LX**2)
gap = X[:, None] - X[None, :] + np.eye(P + 1)
D = LX[:, None] / LX[None, :] / gap
np.fill_diagonal(D, 0.0)
D[0, 0], D[-1, -1] = -P * (P + 1) / 4, P * (P + 1) / 4


def solve(radius, well, coulomb=C, l=0, count=3):
    """Lowest radial states; well(r, k) is the core potential in element k."""
    edges = [0.0, radius]
    while edges[-1] < 70 * a:
        edges.append(3 * edges[-1])
    n = P * (len(edges) - 1) + 1
    H, weight, r = np.zeros((n, n)), np.zeros(n), np.zeros(n)
    for k in range(len(edges) - 1):
        h = (edges[k + 1] - edges[k]) / 2
        rk = edges[k] + h * (X + 1)
        s = slice(k * P, k * P + P + 1)
        H[s, s] += T / h * (D.T * W) @ D + np.diag(well(rk, k) * W * h)
        weight[s] += W * h
        r[s] = rk
    H, weight, r = H[1:-1, 1:-1], weight[1:-1], r[1:-1]
    root = np.sqrt(weight)
    H = H / root[:, None] / root[None, :]
    H += np.diag(-coulomb / r + T * l * (l + 1) / r**2)
    E, vec = eigh(H, subset_by_index=[0, count - 1])
    return E, vec, r


def square(radius, V0, **options):
    return solve(radius, lambda r, k: -V0 * (k == 0) + 0 * r, **options)


def threshold(radius):
    return np.pi**2 * T / (4 * radius**2)


def inner(r, q2):
    """Regular solution of u'' = -(q2 + 2/(a r)) u by power series."""
    before, now, u, du = 0.0, 1.0, 1.0, 1.0
    for k in range(1, 70):
        new = -(2 * r / a * now + q2 * r * r * before) / (k * (k + 1))
        before, now = now, new
        u += new
        du += (k + 1) * new
    return u * r, du


def chi(r):
    z = np.sqrt(8 * r / a)
    return -np.pi * z / 2 * y1(z)


def core(radius, V0):
    """Pair (A, B) with 1/a_cs = A/B, from matching at zero energy."""
    u, du = inner(radius, V0 / T)
    z = np.sqrt(8 * radius / a)
    phi, dphi, dchi = a / 4 * z * j1(z), j0(z), -2 * np.pi / a * y0(z)
    return dchi * u - chi(radius) * du, dphi * u - phi * du


def F(nu):
    return digamma(1 - nu) - np.log(nu) + 1 / (2 * nu)


def nu_level(n, rhs):
    return brentq(lambda v: F(v) - rhs, n - 1 + 1e-9, n - 1e-9)


def centre(radius):
    """Depth ratio V0/Vc at which 1/a_cs = 0."""
    return brentq(lambda f: core(radius, f * threshold(radius))[0], 0.3, 1.2)


R, Vc = R_core, threshold(R_core)
print(f"mass {mass_ratio} m_e, permittivity {permittivity}, R = {R} nm")
print(f"a = {a:.3f} nm, Ry = {Ry:.4f} meV, R/a = {R/a:.4f}")
print(f"bare-well threshold depth Vc = {Vc/1e3:.4f} eV")

# Pure donor and bare well
E_h, v_h, r_h = square(R, 0.0)
assert np.allclose(E_h, -Ry / np.arange(1, 4)**2, rtol=1e-7)
print("pure donor 1s 2s 3s (meV):", *[f"{e:.4f}" for e in E_h])
assert square(R, 0.95 * Vc, coulomb=0.0)[0][0] > 0
bare = square(R, 1.05 * Vc, coulomb=0.0)[0]
assert bare[0] < 0 < bare[1]

# Universal values at the centre of the rearrangement
nu_u = [nu_level(n, 0.0) for n in (1, 2, 3)]
print("universal nu at 1/a_cs=0:", *[f"{v:.5f}" for v in nu_u])
print("universal E/Ry:", *[f"{-1/v**2:.4f}" for v in nu_u])

# Depth sweep: diagonalization against level equation and exact matching


def mismatch(E, V0):
    nu = np.sqrt(-Ry / E)
    u, du = inner(R, (V0 + E) / T)
    z = 2 * R / (nu * a)
    w = mp.whitw(nu, 0.5, z)
    dw = mp.diff(lambda t: mp.whitw(nu, 0.5, t), z)
    return float(du * w - u * dw * 2 / (nu * a))


f_c = centre(R)
print(f"centre 1/a_cs=0 at V0/Vc = {f_c:.4f}, V0 = {f_c*Vc/1e3:.4f} eV")
print("V0/Vc | a/(2a_cs) | 1s 2s 3s (meV) | 2s 3s level eq. (meV)")
previous = E_h
for f in (0.5, f_c, 1.0, 1.5, 2.0, 4.0):
    E = square(R, f * Vc)[0]
    A, B = core(R, f * Vc)
    rhs = a * A / (2 * B)
    E_eq = [-Ry / nu_level(n, rhs)**2 for n in (2, 3)]
    assert np.allclose(E[1:], E_eq, rtol=0.01)
    assert np.all(E < previous) and E[1] > -Ry
    previous = E
    if f in (f_c, 2.0):
        for e in E[:2]:
            low, high = e * (1 + 1e-6), e * (1 - 1e-6)
            assert mismatch(low, f * Vc) * mismatch(high, f * Vc) < 0
    print(f"{f:.4f} | {rhs:8.4f} | {E[0]:.3f} {E[1]:.4f} {E[2]:.4f}"
          f" | {E_eq[0]:.4f} {E_eq[1]:.4f}")

# Weak well: shift linear in the scattering length
A, B = core(R, 0.1 * Vc)
shift = square(R, 0.1 * Vc)[0] - E_h
linear = 4 * Ry * B / A / a / np.arange(1, 4)**3
assert np.allclose(shift, linear, rtol=0.06)
print(f"V0=0.1Vc: a_cs = {B/A:.5f} nm; 1s shift {shift[0]:.4f} meV,"
      f" linear law {linear[0]:.4f} meV")

# Finite-range correction of the 1s level at the centre
E_c, v_c, r_c = square(R, f_c * Vc)
scale = chi(R) / inner(R, f_c * Vc / T)[0]
r_e = 2 * quad(lambda r: chi(r)**2
               - (scale * inner(r, f_c * Vc / T)[0])**2, 0, R)[0]
nu_r = brentq(lambda v: F(v) - r_e / (4 * a * v * v), 0.2, 0.99)
E_zero, E_range = -Ry / nu_u[0]**2, -Ry / nu_r**2
assert abs(E_range - E_c[0]) < 0.15 * abs(E_zero - E_c[0])
print(f"centre 1s: zero range {E_zero:.3f}, with r_e {E_range:.3f},"
      f" full {E_c[0]:.3f} meV; r_e = {r_e:.4f} nm")

# The 2s level meets the former 1s energy where a_cs = 0
f_zero = brentq(lambda f: core(R, f * Vc)[1], 5, 8.8)
f_meet = brentq(lambda f: square(R, f * Vc)[0][1] + Ry, 5, 8.8)
assert abs(f_zero / f_meet - 1) < 2e-3
print(f"2s = -Ry at V0/Vc = {f_meet:.4f}; a_cs = 0 at {f_zero:.4f}")

# Nature of the states at twice the threshold depth
E2, v2, r2 = square(R, 2 * Vc)
Eb, vb, rb = square(R, 2 * Vc, coulomb=0.0)
mean_coulomb = -C * np.sum(vb[:, 0]**2 / rb)
assert E2[0] < Eb[0] + mean_coulomb
assert abs(Eb[0] + mean_coulomb - E2[0]) < 0.05 * abs(E2[0])
print(f"V0=2Vc: bare state {Eb[0]:.2f}, mean Coulomb {mean_coulomb:.2f},"
      f" sum {Eb[0]+mean_coulomb:.2f}, full 1s {E2[0]:.2f} meV")
r_mean = [np.sum(v[:, 0]**2 * r) for v, r in
          ((v_h, r_h), (v_c, r_c), (v2, r2))]
assert r_mean[0] > r_mean[1] > r_mean[2]
print("mean radius of 1s at V0 = 0, centre, 2Vc (nm):",
      *[f"{x:.3f}" for x in r_mean])
overlap = (v2[:, 1] @ v_h[:, 0])**2
print(f"|<new 2s|old 1s>|^2 at V0=2Vc, R = {R} nm: {overlap:.4f}")
small = 0.01 * a
old = square(small, 0.0)[1][:, 0]
o_lo, o_hi = [(square(small, f * threshold(small))[1][:, 1] @ old)**2
              for f in (0.5, 2.0)]
assert o_lo < 0.05 and o_hi > 0.95
print(f"same for R/a=0.01 at V0=0.5Vc: {o_lo:.5f}, at 2Vc: {o_hi:.5f}")
p_shift = square(R, f_c * Vc, l=1)[0][0] + Ry / 4
s_shift = E_c[1] + Ry / 4
assert abs(p_shift) < 0.01 * abs(s_shift)
print(f"shift at centre: 2p {p_shift:.6f} meV, 2s {s_shift:.4f} meV")

# Another shape with the same 2s energy


def gaussian(depth):
    return solve(R, lambda r, k: -depth * np.exp(-(r / R)**2))[0]


V_g = brentq(lambda V: gaussian(V)[1] - E_c[1], 0.5 * T / R**2, 5 * T / R**2)
E_g = gaussian(V_g)
assert abs(E_g[2] / E_c[2] - 1) < 5e-3
print(f"Gaussian well {V_g/1e3:.4f} eV, same 2s: 3s {E_g[2]:.5f} (square"
      f" {E_c[2]:.5f}), 1s {E_g[0]:.3f} (square {E_c[0]:.3f}) meV")

# Clean limit of small R/a
print("R/a | centre V0/Vc | 1s, 2s at centre | 2s at 0.5Vc, 2Vc (all E/Ry)")
for ratio in (0.1, 0.01, 0.001):
    q = ratio * a
    Vq, fq = threshold(q), centre(q)
    Eq = square(q, fq * Vq)[0] / Ry
    lo, hi = [square(q, f * Vq)[0][1] / Ry for f in (0.5, 2.0)]
    print(f"{ratio} | {fq:.5f} | {Eq[0]:.4f} {Eq[1]:.4f} | {lo:.4f} {hi:.4f}")
assert abs(lo + 0.25) < 0.005 and abs(hi + 1) < 0.02
errors = []
for ratio in (0.02, 0.01):
    q = ratio * a
    e1 = square(q, centre(q) * threshold(q))[0][0]
    errors.append(e1 / Ry + 1 / nu_u[0]**2)
assert 1.6 < errors[0] / errors[1] < 2.6

# Laws for the centre and the width, tested at R/a = 0.001
q = 0.001 * a
S = quad(lambda t: np.sin(np.pi * t / 2)**2 / t, 0, 1)[0]
unit = 16 * q / (np.pi**2 * a)
law_centre = unit * (np.log(2 * q / a) + 2 * np.euler_gamma - S)
assert abs(law_centre / (centre(q) - 1) - 1) < 0.08
f_nu = [brentq(lambda f: square(q, f * threshold(q))[0][1] + Ry / v**2,
               0.8, 1.2) for v in (1.75, 1.25)]
width, law_width = f_nu[1] - f_nu[0], unit * (F(1.25) - F(1.75))
assert abs(law_width / width - 1) < 0.08
print(f"S = {S:.5f}; R/a=0.001: centre shift {centre(q)-1:.6f},"
      f" law {law_centre:.6f}")
print(f"width from nu2=1.75 to 1.25: {width:.6f}, law {law_width:.6f}")

# Size of neglected effects (rough inputs for the GaAs regime)
gap_eV, valley_eV, eps_high, phonon = 1.4, 0.3, 11.0, 36.0


def two_band_threshold(gap_meV):
    """Bare threshold with mass m(1+K/gap) inside, flux-matched at R."""
    def condition(K):
        x = R * np.sqrt(K * (1 + K / gap_meV) / T)
        return x / np.tan(x) + K / gap_meV
    return brentq(condition, 0.01 * Vc, 1.2 * Vc)


assert abs(two_band_threshold(1e12) / Vc - 1) < 1e-6
V_two = two_band_threshold(1e3 * gap_eV)
print(f"rough inputs: gap {gap_eV} eV, side valley {valley_eV} eV,"
      f" high-freq. permittivity {eps_high}, LO phonon {phonon} meV")
print(f"two-band threshold {V_two/1e3:.4f} eV, change {100*(V_two/Vc-1):.1f} %")
print(f"Vc/gap = {Vc/1e3/gap_eV:.3f}, Vc/valley = {Vc/1e3/valley_eV:.2f}")
E_st = square(R, Vc)[0][0]
E_hf = square(R, Vc, coulomb=C * permittivity / eps_high)[0][0]
print(f"1s at V0=Vc: static {E_st:.2f}, high-freq. {E_hf:.2f} meV")
kT = [sc.k * t / sc.e * 1e3 for t in (4.2, 77.0, 300.0)]
print("kT at 4.2, 77, 300 K (meV):", *[f"{x:.3f}" for x in kT])
print(f"field scale Ry/(e a) = {10*Ry/a:.3f} kV/cm")
print(f"donor density (0.25/a)^3 = {(0.25/a)**3*1e21:.2e} cm^-3")
print("ALL CHECKS PASSED")
```

Printed output:

```
mass 0.07 m_e, permittivity 13.0, R = 1.0 nm
a = 9.828 nm, Ry = 5.6355 meV, R/a = 0.1018
bare-well threshold depth Vc = 1.3430 eV
pure donor 1s 2s 3s (meV): -5.6355 -1.4089 -0.6262
universal nu at 1/a_cs=0: 0.46957 1.49637 2.49867
universal E/Ry: -4.5351 -0.4466 -0.1602
centre 1/a_cs=0 at V0/Vc = 0.8666, V0 = 1.1638 eV
V0/Vc | a/(2a_cs) | 1s 2s 3s (meV) | 2s 3s level eq. (meV)
0.5000 |  -5.9341 | -7.964 -1.6570 -0.6964 | -1.6565 -0.6964
0.8666 |  -0.0000 | -27.519 -2.5216 -0.9030 | -2.5168 -0.9026
1.0000 |   1.0877 | -52.955 -2.9216 -0.9848 | -2.9160 -0.9844
1.5000 |   3.4711 | -274.333 -3.7183 -1.1300 | -3.7141 -1.1298
2.0000 |   4.7022 | -636.291 -4.0113 -1.1784 | -4.0082 -1.1783
4.0000 |   6.8813 | -2649.485 -4.3741 -1.2352 | -4.3725 -1.2352
V0=0.1Vc: a_cs = -0.07961 nm; 1s shift -0.1877 meV, linear law -0.1826 meV
centre 1s: zero range -25.558, with r_e -27.527, full -27.519 meV; r_e = 1.2214 nm
2s = -Ry at V0/Vc = 8.0344; a_cs = 0 at 8.0331
V0=2Vc: bare state -486.29, mean Coulomb -146.98, sum -633.27, full 1s -636.29 meV
mean radius of 1s at V0 = 0, centre, 2Vc (nm): 14.741 3.899 0.981
|<new 2s|old 1s>|^2 at V0=2Vc, R = 1.0 nm: 0.8892
same for R/a=0.01 at V0=0.5Vc: 0.00027, at 2Vc: 0.99733
shift at centre: 2p -0.000124 meV, 2s -1.1127 meV
Gaussian well 1.2900 eV, same 2s: 3s -0.90270 (square -0.90301), 1s -28.534 (square -27.519) meV
R/a | centre V0/Vc | 1s, 2s at centre | 2s at 0.5Vc, 2Vc (all E/Ry)
0.1 | 0.86612 | -4.8757 -0.4474 | -0.2934 -0.7145
0.01 | 0.94609 | -4.5611 -0.4467 | -0.2543 -0.9462
0.001 | 0.99057 | -4.5376 -0.4466 | -0.2504 -0.9938
S = 0.82414; R/a=0.001: centre shift -0.009434, law -0.009539
width from nu2=1.75 to 1.25: 0.009943, law 0.010147
rough inputs: gap 1.4 eV, side valley 0.3 eV, high-freq. permittivity 11.0, LO phonon 36.0 meV
two-band threshold 1.1549 eV, change -14.0 %
Vc/gap = 0.959, Vc/valley = 4.48
1s at V0=Vc: static -52.95, high-freq. -66.94 meV
kT at 4.2, 77, 300 K (meV): 0.362 6.635 25.852
field scale Ry/(e a) = 5.734 kV/cm
donor density (0.25/a)^3 = 1.65e+16 cm^-3
ALL CHECKS PASSED
```
